\section*{Collision-Induced Polarizability of an Atom Pair, Applied to Helium}

\section*{The problem}

Two identical neutral atoms, each in a nondegenerate closed-shell S state, have their nuclei held a distance $R$ apart along the $z$ axis. A uniform static electric field $\mathbf F$ acts on both. The pair polarizability is defined through the energy,
\begin{equation}
\alpha^{\rm pair}_{ab}=-\left.\frac{\partial^2E}{\partial F_a\,\partial F_b}\right|_{F=0}.
\end{equation}
At infinite separation it is $2\alpha\,\delta_{ab}$, where $\alpha$ is the static polarizability of one atom. The task is to find how the interaction changes it, through order $R^{-6}$, and to evaluate the change for helium.

Hartree atomic units are used, and repeated Cartesian indices are summed. The treatment is nonrelativistic with instantaneous Coulomb forces. The charge clouds are taken not to overlap, so exchange between the atoms is absent and the interaction can be expanded in multipoles. Results in powers of $F$ and $1/R$ are perturbation series.

\section*{(a) Which interactions matter?}

\emph{Write the dipole--dipole interaction, and show that it alone fixes the terms quadratic in $F$ through order $R^{-7}$.}

\subsection*{Solution}

The interaction energy of dipoles $\boldsymbol\mu^A$ and $\boldsymbol\mu^B$ separated along $z$ is
\begin{equation}
V=\frac{\boldsymbol\mu^A\!\cdot\boldsymbol\mu^B-3\mu^A_z\mu^B_z}{R^3}
=-\mu^A_aT_{ab}\,\mu^B_b,\qquad
T=\frac{1}{R^3}\,\mathrm{diag}(-1,-1,2).
\end{equation}
With this sign, $T_{ab}\mu^B_b$ is the electric field that dipole $B$ produces at $A$. Note that $T$ is traceless.

First include $\mathbf F$ in each atomic Hamiltonian, $H_A-\mathbf F\cdot\boldsymbol\mu^A$ and likewise for $B$. Call the eigenstates dressed states, and treat the interatomic interaction as the perturbation. A term coupling a $2^l$-pole on $A$ to a $2^{l'}$-pole on $B$ scales as $R^{-(l+l'+1)}$. Neutrality requires $l,l'\geq1$.

\emph{First order.} The mean $2^l$-pole of a dressed atom is a traceless tensor of rank $l$. For an S state it can be built from the vector $\mathbf F$ alone, so it starts at order $F^l$. The first-order energy therefore starts at $F^{l+l'}$, and a quadratic term requires $l=l'=1$.

\emph{Second order.} Two dipole--dipole factors give $R^{-6}$. At $R^{-7}$ one factor is dipole--dipole and the other dipole--quadrupole. Invert the electron coordinates of each atom through its own nucleus and reverse $\mathbf F$. The dressed atomic Hamiltonians are unchanged, but the product of the two interactions changes sign, because it contains three dipoles and one quadrupole. This energy is thus odd in $F$ and has no quadratic part.

\emph{Third order} starts at $R^{-9}$. The first omitted terms are therefore of order $R^{-8}$.

\section*{(b) The first-order term}

\emph{Find the change in polarizability at order $R^{-3}$, its anisotropy and its average over directions.}

\subsection*{Solution}

Each dressed atom has the mean dipole $\langle\mu_a\rangle=\alpha F_a+O(F^3)$. In the product ground state the mean of $V$ factorizes:
\begin{equation}
E_1=-\langle\mu^A_a\rangle T_{ab}\langle\mu^B_b\rangle
=-\alpha^2F_aT_{ab}F_b+O(F^4).
\end{equation}
Two differentiations of the quadratic form give a factor 2, so
\begin{equation}
\Delta\alpha^{(3)}_{ab}=2\alpha^2T_{ab},\qquad
\Delta\alpha^{(3)}_{zz}=\frac{4\alpha^2}{R^3},\qquad
\Delta\alpha^{(3)}_{xx}=-\frac{2\alpha^2}{R^3}.
\end{equation}
The anisotropy is
\begin{equation}
\Delta\alpha^{(3)}_{zz}-\Delta\alpha^{(3)}_{xx}=\frac{6\alpha^2}{R^3}.
\end{equation}
Along the axis each induced dipole reinforces the field at its neighbour; across the axis it opposes it. The directional average vanishes because $T$ is traceless. A change in the mean polarizability must come from the next order.

\section*{(c) Second order with one atom excited}

\emph{Separate the second-order energy into induction and dispersion, and evaluate the induction part. Compare it with classical point dipoles.}

\subsection*{Solution}

Let $m$ and $n$ label dressed states of $A$ and $B$, with excitation energies $\Delta_m,\Delta_n$ and real wavefunctions. Then
\begin{equation}
E_2=-\sum_{(m,n)\ne(0,0)}\frac{|\langle mn|V|00\rangle|^2}{\Delta_m+\Delta_n}.
\end{equation}
Terms with one atom excited are induction; terms with both excited are dispersion.

When only $A$ is excited, $B$ contributes its mean dipole. The matrix element is $-\langle m|\mu_a|0\rangle\mathcal E_a$, with $\mathcal E_a=T_{ab}\,\alpha F_b$ to leading order. The static polarizability is
\begin{equation}
\alpha_{ac}=2\sum_{m\neq0}\frac{\langle0|\mu_a|m\rangle\langle m|\mu_c|0\rangle}{\Delta_m},
\end{equation}
so the sum over $m$ equals $-\tfrac12\alpha\,\mathcal E_a\mathcal E_a$. Field corrections to this $\alpha$ would add powers beyond $F^2$, since $\mathcal E^2$ is already quadratic. Excitation of $B$ gives the same amount. Hence
\begin{equation}
E_{\rm ind}=-\alpha^3F_a(T^2)_{ab}F_b,\qquad
T^2=\frac1{R^6}\,\mathrm{diag}(1,1,4),
\end{equation}
and $\Delta\alpha^{\rm ind}_{ab}=2\alpha^3(T^2)_{ab}$:
\begin{equation}
\Delta\alpha^{\rm ind}_{zz}=\frac{8\alpha^3}{R^6},\qquad
\Delta\alpha^{\rm ind}_{xx}=\frac{2\alpha^3}{R^6}.
\end{equation}
The mean is $(8+2+2)\alpha^3/(3R^6)=4\alpha^3/R^6$, and the anisotropy is $6\alpha^3/R^6$.

For classical point dipoles, symmetry makes the two dipoles equal. Along an axis where $T$ has eigenvalue $t$, each obeys $p=\alpha(F+tp)$, so
\begin{equation}
\frac{2p}{F}=\frac{2\alpha}{1-\alpha t}=2\alpha+2\alpha^2t+2\alpha^3t^2+\cdots.
\end{equation}
With $t=2/R^3$ or $-1/R^3$ this reproduces the first-order and induction terms. For a field along the axis the closed form diverges at $R^3=2\alpha$; for a field across the axis it stays finite, although the mode with opposite transverse dipoles, which a uniform field does not drive, becomes unstable at $R^3=\alpha$. Such short distances lie outside the present assumptions.

\section*{(d) Second order with both atoms excited}

\emph{Express the dispersion energy in a field through the polarizabilities of the dressed atoms at imaginary frequency.}

\subsection*{Solution}

The matrix elements now factor into transition dipoles:
\begin{equation}
E_{\rm disp}=-T_{ab}T_{cd}\sum_{m,n\neq0}
\frac{\mu_a^{0m}\mu_c^{m0}\,\mu_b^{0n}\mu_d^{n0}}{\Delta_m+\Delta_n}.
\end{equation}
The denominator couples the atoms. To separate them, take $p,q>0$ and use partial fractions:
\begin{align}
\int_0^\infty\!\frac{pq\,d\omega}{(p^2+\omega^2)(q^2+\omega^2)}
&=\frac{pq}{q^2-p^2}\int_0^\infty\!\left[\frac1{p^2+\omega^2}-\frac1{q^2+\omega^2}\right]d\omega\nonumber\\
&=\frac{pq}{q^2-p^2}\,\frac\pi2\left(\frac1p-\frac1q\right)
=\frac{\pi}{2(p+q)}.
\end{align}
The case $p=q$ follows by continuity. The dressed polarizability is
\begin{equation}
\alpha_{ac}(i\omega;\mathbf F)=\sum_{m\neq0}\frac{2\Delta_m\,\mu_a^{0m}\mu_c^{m0}}{\Delta_m^2+\omega^2}.
\end{equation}
A product of two such functions carries a factor 4, which turns $2/\pi$ into $1/(2\pi)$:
\begin{equation}
E_{\rm disp}=-\frac1{2\pi}\int_0^\infty T_{ab}T_{cd}\,
\alpha_{ac}(i\omega;\mathbf F)\,\alpha_{bd}(i\omega;\mathbf F)\,d\omega .
\label{disp}
\end{equation}
At $F=0$ the polarizabilities are isotropic and $T_{ab}T_{ab}=6/R^6$. The energy reduces to $-C_6/R^6$ with $C_6=(3/\pi)\int_0^\infty\alpha(i\omega)^2d\omega$.

\section*{(e) The hyperpolarizability contribution}

\emph{Expand the dispersion energy to order $F^2$ and obtain the resulting pair polarizability.}

\subsection*{Solution}

The static field changes each atom's response by $\delta\alpha_{ac}$. Relative to the field direction, define
\begin{equation}
\delta\alpha_\parallel=\tfrac12\gamma_\parallel(i\omega)F^2,\qquad
\delta\alpha_\perp=\tfrac12\gamma_\perp(i\omega)F^2 .
\end{equation}
These are hyperpolarizabilities with one imaginary-frequency field and two static fields. To fix the static convention, write the atomic energy as $E=E_0-\frac12\alpha F^2-\frac1{24}\gamma F^4$. Then
\begin{equation}
-\frac{\partial^2E}{\partial F_a\partial F_c}
=\alpha\delta_{ac}+\frac\gamma6\left(F^2\delta_{ac}+2F_aF_c\right),
\end{equation}
so $\gamma_\parallel(0)=\gamma$ and $\gamma_\perp(0)=\gamma/3$. The factor $1/3$ has been shown at zero frequency only.

In \eqref{disp} either atom can supply $\delta\alpha$. The two contributions are equal, and together they give
\begin{equation}
E_{\rm disp}^{(F^2)}=-\frac1\pi\int_0^\infty\alpha(i\omega)\,(T^2)_{bd}\,\delta\alpha_{bd}(i\omega)\,d\omega .
\end{equation}
For a field along $z$, the weight 4 in $T^2$ multiplies $\gamma_\parallel$, and the two unit weights multiply $\gamma_\perp$. For a field along $x$, one unit weight multiplies $\gamma_\parallel$, while the weights $1$ and $4$ multiply $\gamma_\perp$. Since the energy is $-\frac12\Delta\alpha F^2$,
\begin{align}
\Delta\alpha_{zz}^{\rm disp}&=\frac1{\pi R^6}\int_0^\infty\alpha(i\omega)\,[4\gamma_\parallel(i\omega)+2\gamma_\perp(i\omega)]\,d\omega,\\
\Delta\alpha_{xx}^{\rm disp}&=\frac1{\pi R^6}\int_0^\infty\alpha(i\omega)\,[\gamma_\parallel(i\omega)+5\gamma_\perp(i\omega)]\,d\omega .
\end{align}
Physically, the applied field alters how readily each atom responds to the fluctuations of the other. The dispersion energy then depends on $F$, and that dependence is a polarizability.

\section*{(f) The complete result and two limits}

\emph{Collect the mean and the anisotropy through order $R^{-6}$. Examine harmonic atoms, and atoms whose $\gamma(i\omega)$ has the same frequency shape as $\alpha(i\omega)$.}

\subsection*{Solution}

In the mean, the dispersion integrand contains $\frac13[4\gamma_\parallel+2\gamma_\perp+2(\gamma_\parallel+5\gamma_\perp)]=2\gamma_\parallel+4\gamma_\perp$. In the anisotropy it contains $3\gamma_\parallel-3\gamma_\perp$. Therefore
\begin{align}
\bar\alpha^{\rm pair}&=2\alpha+\frac1{R^6}\left[4\alpha^3+\frac2\pi\int_0^\infty\alpha(\gamma_\parallel+2\gamma_\perp)\,d\omega\right]+O(R^{-8}),\\
\alpha^{\rm pair}_{zz}-\alpha^{\rm pair}_{xx}&=\frac{6\alpha^2}{R^3}+\frac1{R^6}\left[6\alpha^3+\frac3\pi\int_0^\infty\alpha(\gamma_\parallel-\gamma_\perp)\,d\omega\right]+O(R^{-8}),
\end{align}
where all functions under the integrals are taken at $i\omega$. The coefficient $4\alpha^3$ belongs to the mean, one third of the trace; the trace itself contains $12\alpha^3$.

\emph{Harmonic atoms.} For a charge $q$ bound by $\frac12kr^2$, completing the square gives
\begin{equation}
\tfrac12kr^2-q\mathbf F\cdot\mathbf r
=\tfrac12k\left(\mathbf r-\frac{q\mathbf F}{k}\right)^2-\frac{q^2F^2}{2k}.
\end{equation}
The field shifts the oscillator but leaves its excitation energies and transition dipoles unchanged. Hence $\gamma_\parallel(i\omega)=\gamma_\perp(i\omega)=0$, and the classical terms remain.

This limit and an anharmonic case were tested by diagonalizing the whole Hamiltonian of two model atoms coupled by $V$. Each has one electron in $\frac12r^2+\lambda r^4$, restricted to at most three oscillator quanta. This restriction is part of the model: for $\lambda\ne0$ the numbers test the formula, but they are not converged properties of an electron in that potential. For $\lambda=0$, $\alpha=1$ and the $R^{-6}$ mean coefficient is 4.00000. For $\lambda=0.1$, $\gamma=-0.538$ and the dispersion part is negative: the formula gives $0.77925-0.25065=0.52860$, as does the diagonalized pair. Hyperpolarizability can thus lower the mean coefficient below $4\alpha^3$. The sign survives a larger basis but the size does not: with up to eleven quanta, $\gamma=-0.190$ and the dispersion part is $-0.091$.

\emph{Same frequency shape.} Suppose $\gamma_\parallel(i\omega)=\gamma\,\alpha(i\omega)/\alpha$ and $\gamma_\perp=\gamma_\parallel/3$. The dispersion coefficient in the mean becomes
\begin{equation}
\frac2\pi\,\frac53\,\frac\gamma\alpha\int_0^\infty\alpha(i\omega)^2d\omega
=\frac{10}{3\pi}\,\frac\gamma\alpha\,\frac{\pi C_6}{3}
=\frac{10\,\gamma C_6}{9\alpha}.
\end{equation}
This cannot hold at high frequency. There $\alpha_{aa}(i\omega;\mathbf F)$ tends to $\omega^{-2}\sum_m2\Delta_m|\mu_a^{0m}|^2=N/\omega^2$ for $N$ electrons. The sum follows from the double commutator $[\mu_a,[H,\mu_a]]$, which is unaffected by $\mathbf F$ because the field term commutes with $\mu_a$. The $\omega^{-2}$ tail therefore cancels in $\gamma(i\omega)$, which must fall faster than $\alpha(i\omega)$.

\section*{(g) Helium}

\emph{Evaluate the coefficients from the properties of the free helium atom, and apply them to a colliding pair at $R=10$ bohr.}

\subsection*{Solution}

The free atom is treated by full configuration interaction for singlets in a Gaussian basis of 51 orbitals with $s$, $p$ and $d$ functions. This includes electron correlation within the basis; higher angular momenta, relativity and nuclear motion are left out. The dressed response is computed at small fields and extrapolated to obtain $\gamma(i\omega)$. The results, in atomic units, are
\begin{equation}
\alpha=1.386,\qquad \gamma=43.3,\qquad C_6=1.465 .
\end{equation}
A smaller basis of 37 orbitals gives 1.392, 43.2 and 1.477. These differences, at most about 0.8\% of the larger-basis values, show sensitivity to the basis but do not bound the remaining error. A basis of 81 orbitals, with tighter $p$ and $d$ functions and with $f$ functions, gives 1.3845, 43.2 and 1.463. It lowers the coefficients derived below by 0.2 to 0.3\%: 11.52 becomes 11.50, 39.5 becomes 39.4, 118.6 becomes 118.3 and 32.1 becomes 32.0, and the anisotropy at 10 bohr rounds to $1.15\times10^{-2}$ bohr$^3$. The last digit of the values below is therefore uncertain.

The leading anisotropy coefficient is $6\alpha^2=6(1.3858)^2=11.52$. For the mean at order $R^{-6}$,
\begin{equation}
4\alpha^3+\frac2\pi\int_0^\infty\alpha(\gamma_\parallel+2\gamma_\perp)\,d\omega
=10.65+28.90=39.5 .
\end{equation}
Dispersion supplies about 73\% of this coefficient, so the classical point-dipole model misses most of the mean shift at this order. The corresponding trace coefficient is 118.6. Explicit sums over dressed pair states with both atoms excited also give 28.90 for the dispersion part.

The same-shape estimate is
\begin{equation}
\frac{10(43.343)(1.4649)}{9(1.3858)}=50.9,
\end{equation}
which is 76\% above the integral 28.90. The frequency dependence explains the direction of the discrepancy: at $\omega=1$ hartree, $\alpha(i\omega)$ retains 50\% of its static value, but $\gamma_\parallel(i\omega)$ only 9.5\%.

For the anisotropy, the $R^{-6}$ coefficient is $15.97+16.13=32.1$. The two dispersion coefficients also test the static ratio $\gamma_\perp/\gamma_\parallel=1/3$ away from zero frequency. Let $I_\parallel$ and $I_\perp$ denote $\pi^{-1}\int_0^\infty\alpha\gamma_\parallel d\omega$ and $\pi^{-1}\int_0^\infty\alpha\gamma_\perp d\omega$. Then
\begin{equation}
I_\parallel+2I_\perp=\frac{28.899}{2}=14.450,\qquad
I_\parallel-I_\perp=\frac{16.130}{3}=5.377 .
\end{equation}
Subtraction gives $I_\perp=3.024$, hence $I_\parallel=8.401$ and $I_\perp/I_\parallel=0.36$. The static ratio is therefore only an approximation for the integrated response.

At $R=10$ bohr,
\begin{align}
\alpha^{\rm pair}_{zz}-\alpha^{\rm pair}_{xx}
&\simeq\frac{11.523}{10^3}+\frac{32.10}{10^6}
=1.16\times10^{-2}\ \text{bohr}^3,\\
\bar\alpha^{\rm pair}-2\alpha
&\simeq\frac{39.5}{10^6}=3.95\times10^{-5}\ \text{bohr}^3 .
\end{align}
These equal $1.71\times10^{-3}$ and $5.86\times10^{-6}$ cubic ångström. The $R^{-6}$ part is 0.28\% of the leading anisotropy, and the mean shift is 0.34\% of the total anisotropy. At this distance the long-range interaction makes the pair anisotropic far more than it changes its average polarizability.

These are values of the long-range formula, not of a complete pair calculation. The $R^{-8}$ terms and overlap effects are not included. The $R^{-8}$ term matters for the mean. Second-order sums with quadrupoles and octupoles give a coefficient of about 500 in the 81-orbital basis and about 400 in the 51-orbital basis, so it is not yet converged. At 10 bohr the larger value adds about $5\times10^{-6}$ bohr$^3$, some 13\%, and raises the mean shift to about 0.39\% of the anisotropy. The anisotropy itself changes by less than 0.1\%. Overlap invalidates the expansion at short range. At very large $R$, when the light travel time is no longer short compared with the atomic response time, the instantaneous dispersion term fails as well. The numerical output gives the basis parameters and the remaining comparisons.

\section*{Numbers as computed}
\begin{verbatim}
MODEL ATOMS (atomic units)
quartic strength 0.0: alpha = 1.000000, gamma = 0.00000
  R^-3 anisotropy: pair 6.00000, 6 alpha^2 6.00000
  R^-6 mean: pair 4.00000, formula 4.00000
  R^-6 anisotropy: pair 6.00000, formula 6.00000
  4 alpha^3 = 4.00000, mean dispersion part = 0.00000
quartic strength 0.1: alpha = 0.579704, gamma = -0.53843
  R^-3 anisotropy: pair 2.01634, 6 alpha^2 2.01634
  R^-6 mean: pair 0.52860, formula 0.52860
  R^-6 anisotropy: pair 1.00339, formula 1.00339
  4 alpha^3 = 0.77925, mean dispersion part = -0.25065
FREE HELIUM ATOM, singlet full CI (atomic units)
small basis: 7s from 0.06 ratio 3.0, 5p from 0.07 ratio 2.8, 3d from 0.10 ratio 3.0
  orbitals 37, singlet functions 703, energy -2.89818 hartree
  alpha = 1.3924, C6 = 1.4767, C6 by double sum = 1.4767
  gamma_par(0) = 43.224, gamma_perp(0) = 14.408
  gamma from field energy = 43.225, oscillator-strength sum = 2.0012
  mean dispersion coefficient = 28.802, by explicit sum = 28.802
large basis: 10s from 0.04 ratio 2.5, 7p from 0.05 ratio 2.4, 4d from 0.08 ratio 2.7
  orbitals 51, singlet functions 1326, energy -2.90167 hartree
  alpha = 1.3858, C6 = 1.4649, C6 by double sum = 1.4649
  gamma_par(0) = 43.343, gamma_perp(0) = 14.448
  gamma from field energy = 43.344, oscillator-strength sum = 2.0018
  mean dispersion coefficient = 28.899, by explicit sum = 28.899
HELIUM PAIR COEFFICIENTS, large basis (atomic units)
alpha(i)/alpha(0) at omega = 1 hartree: 0.5028
gamma_par(i)/gamma_par(0) at omega = 1 hartree: 0.0947
R^-3 anisotropy, 6 alpha^2 = 11.5228
R^-6 mean: 4 alpha^3 = 10.646, dispersion = 28.899, sum = 39.545
R^-6 trace (three times the mean) = 118.634
R^-6 anisotropy: 6 alpha^3 = 15.968, dispersion = 16.130, sum = 32.098
same-shape estimate 10 gamma C6/(9 alpha) = 50.906, ratio to integral = 1.762
LONG-RANGE FORMULA AT R = 10.0 bohr
anisotropy, R^-3 part = 1.1523e-02 bohr^3
anisotropy, R^-6 part = 3.2098e-05 bohr^3
anisotropy, sum = 1.1555e-02 bohr^3 = 1.7123e-03 angstrom^3
mean shift = 3.9545e-05 bohr^3 = 5.8599e-06 angstrom^3
mean shift / anisotropy = 3.422e-03
\end{verbatim}
